# Irreversible Langmuir Chemisorption: Why Coverage Depends on Exposure Alone

## What dimensions fix

A gas strikes a bare surface with a constant flux \(F\), counted in molecules per area and time. The surface offers \(N\) adsorption sites per area, and a molecule that strikes an empty site sticks with probability \(s\). The coverage \(\theta\), the fraction of sites filled after a time \(t\), is a pure number. If \(F\), \(t\), \(N\) and \(s\) are the only quantities that matter, \(\theta\) can depend on the first three only through dimensionless combinations \(F^a t^b N^c\). The dimensions of this product are

\[
(\text{length})^{-2a-2c}\,(\text{time})^{-a+b}.
\]

Both exponents vanish when \(b=a\) and \(c=-a\). Every dimensionless combination is therefore a power of \(Ft/N\), the mean number of impacts per site.

The probability \(s\) is already dimensionless, so dimensions alone do not say how it enters. The mechanism does. An impact that would fail even on an empty site changes nothing and can be struck from the record. What remains is a stream of effective impacts with flux \(sF\), each of which fills its site if that site is empty. Hence

\[
\theta=f(x),\qquad x=\frac{sFt}{N}.
\]

At constant flux, then, \(F\) and \(t\) enter only as a product. Two things are still open: the function \(f\), and whether \(Ft\) may be replaced by \(\int F\,dt\) when the flux varies. The argument also shows where trouble can come from. If some process on the surface has a rate constant \(\kappa\) of its own, \(\kappa t\) is a second dimensionless number, and the product \(Ft\) need no longer suffice.

## Assumptions and theorem

1. All sites are equivalent, each holds one adsorbed molecule, and each impact belongs to one site.
2. Impacts are random, independent of one another, and equally likely on every site. The flux \(F(t)\ge 0\) may vary in time.
3. A molecule that strikes an empty site sticks with a fixed probability \(s\), whatever the flux and the state of the neighbouring sites. A molecule that strikes a filled site leaves.
4. Adsorbed molecules neither desorb nor react further to free their sites.
5. The surface is bare at \(t=0\).

Define the exposure as the number of molecules that have struck unit area,

\[
E(t)=\int_0^t F(t')\,dt'.
\]

**Theorem.** Under assumptions 1 to 5 the mean coverage is

\[
\theta(t)=1-\exp\!\left(-\frac{sE(t)}{N}\right),
\]

and for constant flux, where \(E=Ft\),

\[
\theta(t)=1-\exp\!\left(-\frac{sFt}{N}\right).
\]

## Lemma 1: the rate equation

**Lemma 1.** The mean coverage obeys

\[
\frac{d\theta}{dt}=\frac{sF(t)}{N}\,(1-\theta).
\]

**Proof.** Let \(q(t)\) be the probability that a given site is still empty. Unit area receives \(F\,dt\) impacts in a short time \(dt\), shared equally among \(N\) sites, so the site is struck with probability \(F\,dt/N\). Two impacts within \(dt\) have a probability of order \(dt^2\) and drop out as \(dt\to0\). Because impacts are independent, knowing that the site is empty now does not alter the chance of the next impact. The site is empty at \(t+dt\) if it was empty at \(t\) and no molecule stuck in between:

\[
q(t+dt)=q(t)\left(1-\frac{sF\,dt}{N}\right).
\]

Subtracting \(q(t)\) and dividing by \(dt\) gives \(dq/dt=-(sF/N)\,q\). All sites are equivalent, so the mean filled fraction is \(\theta=1-q\). Inserting \(q=1-\theta\) and \(dq/dt=-d\theta/dt\) gives the lemma. ∎

**Remark.** No mean-field approximation has been made, since the fate of a site does not depend on its neighbours. The equation describes the mean; a finite patch of surface fluctuates about it.

The equation also gives the sticking probability averaged over all impacts at coverage \(\theta\). Molecules are taken up at the rate \(N\,d\theta/dt\) per area and arrive at the rate \(F\), so

\[
S(\theta)=\frac{N}{F}\frac{d\theta}{dt}=s(1-\theta).
\]

It equals \(s\) on the bare surface and falls to zero as the sites fill. This fall is what makes the adsorption self-limiting.

## Proof of the theorem

Multiply the empty fraction by \(e^{sE/N}\) and differentiate, using \(dE/dt=F\):

\[
\frac{d}{dt}\left[(1-\theta)\,e^{sE/N}\right]
=e^{sE/N}\left[-\frac{d\theta}{dt}+(1-\theta)\frac{sF}{N}\right]=0.
\]

The bracket on the right vanishes by Lemma 1. The product on the left is therefore constant. At \(t=0\) we have \(\theta=0\) and \(E=0\), so the constant is 1, and

\[
(1-\theta)\,e^{sE/N}=1
\quad\Longrightarrow\quad
\theta=1-e^{-sE/N}.
\]

For constant flux \(E=Ft\), which gives the second formula. ∎

From here on \(x=sE/N\) denotes the mean number of effective impacts per site, for any pulse shape.

**Small exposure.** Expanding the exponential gives \(\theta= x-x^2/2+\dots\) At first nearly every impact meets an empty site, and the coverage grows as \(sE/N\). The quadratic term is the first sign of impacts wasted on filled sites.

**Large exposure.** The empty fraction is \(e^{-x}\). It becomes as small as one likes, but the mean coverage does not reach 1 at any finite exposure.

**Interrupted doses.** If the surface starts with coverage \(\theta_0\), the constant in the proof is \(1-\theta_0\) instead of 1, and

\[
1-\theta=(1-\theta_0)\,e^{-sE/N}.
\]

Two successive pulses multiply the empty fraction by \(e^{-sE_1/N}\) and \(e^{-sE_2/N}\), that is, by \(e^{-s(E_1+E_2)/N}\). A pause between them has no effect, because with \(F=0\) the coverage stands still.

**Corollary (dose for a target).** Taking the logarithm of \(1-\theta=e^{-sE/N}\) gives

\[
E=\frac{N}{s}\ln\frac{1}{1-\theta}.
\]

Each tenfold reduction of the empty fraction costs the same additional exposure, \((N/s)\ln 10\). Of the \(E\) molecules that struck unit area, \(N\theta\) were kept, so the fraction kept is \(N\theta/E\).

## Exposure-only behaviour does not need the exponential

**Lemma 2.** Suppose that \(N\,d\theta/dt=F(t)\,G(\theta)\), where \(G\) is a smooth function of the coverage alone. Then the coverage of an initially bare surface depends on the pulse only through \(E\).

**Proof.** Let \(\Theta(E)\) be the solution of \(d\Theta/dE=G(\Theta)/N\) with \(\Theta(0)=0\). This problem contains no time and no pulse shape. By the chain rule,

\[
\frac{d}{dt}\Theta(E(t))=\frac{d\Theta}{dE}\,\frac{dE}{dt}=\frac{G(\Theta)}{N}\,F(t).
\]

So \(\Theta(E(t))\) satisfies the equation for \(\theta(t)\) with the same initial value. For smooth \(G\) the solution is unique, hence \(\theta(t)=\Theta(E(t))\). ∎

Two things matter: the whole rate is proportional to \(F\), and the factor \(G\) depends on the coverage alone. The second condition can fail even when every change of coverage is driven by an impact. If a molecule needs two neighbouring empty sites and the adsorbates rearrange at a finite rate between impacts, a slower dose gives them more time to do so, and exposure alone need not fix the coverage. The theorem is the case \(G=s(1-\theta)\).

**A second case.** Let each molecule need two neighbouring empty sites and split into two fragments, one on each. Assume that the fragments move independently and are well mixed at every moment, so that both sites are empty with probability \((1-\theta)^2\). This is a mean-field assumption, which the one-site law did not require. Each success fills two sites, so \(G=2s(1-\theta)^2\). With \(dx=s\,dE/N\),

\[
\frac{d\theta}{dx}=2(1-\theta)^2 .
\]

Since \(\dfrac{d}{dx}\dfrac{1}{1-\theta}=\dfrac{1}{(1-\theta)^2}\dfrac{d\theta}{dx}=2\), and \(1/(1-\theta)=1\) at \(x=0\),

\[
\frac{1}{1-\theta}=1+2x
\quad\Longrightarrow\quad
\theta=\frac{2x}{1+2x}.
\]

The coverage again depends on exposure alone, but the approach to saturation is much slower: the empty fraction falls as \(1/(1+2x)\) instead of \(e^{-x}\). A coverage of 99 % needs \(1+2x=100\), or \(x=49.5\), against \(x=\ln 100=4.6\) for the one-site law. These numbers belong to independent, fast-mixing fragments. Molecules that stay intact on two sites leave the empty sites more clustered. On a chain, a well-mixed layer is a random sequence of empty sites (\(1-\theta\) per site) and molecules (\(\theta/2\) per site), so a neighbouring pair is empty with probability \((1-\theta)^2/(1-\theta/2)\), and 99 % is reached at \(x\approx26\). If the adsorbates do not move at all, isolated empty sites are stranded, and a chain jams at \(\theta=1-e^{-2}\approx0.865\), so 99 % is never reached.

## Where the result fails

**Desorption.** Let filled sites empty with a rate constant \(k_d\), and write \(k=sF/N\) for constant flux. Then

\[
\frac{d\theta}{dt}=k(1-\theta)-k_d\theta=k-(k+k_d)\theta .
\]

The right-hand side vanishes at \(\theta_\infty=k/(k+k_d)\). The difference \(\theta-\theta_\infty\) obeys \(d(\theta-\theta_\infty)/dt=-(k+k_d)(\theta-\theta_\infty)\) and starts at \(-\theta_\infty\), so

\[
\theta=\frac{k}{k+k_d}\left[1-e^{-(k+k_d)t}\right].
\]

To compare doses of equal exposure, hold \(x=kt\) fixed and set \(y=(k+k_d)t=x+k_dt\). Since \(k/(k+k_d)=x/y\),

\[
\theta=x\,\frac{1-e^{-y}}{y}.
\]

The fraction \((1-e^{-y})/y\) is the average of \(e^{-u}\) over \(0<u<y\), which falls as \(y\) grows. At equal exposure, therefore, the longer and weaker dose leaves the lower coverage. The theorem is recovered when \(k_dt\to0\), where \(y\to x\). A small \(k_d/k\) also keeps the coverage close to the theorem. To see this, let \(\delta=1-e^{-kt}-\theta\) be the shortfall. Subtracting the two rate equations gives \(d\delta/dt=k_d\theta-k\delta\), with \(\delta=0\) at the start. Since \(\theta<1\), \(\delta\) can exceed neither \(k_dt\) nor \(k_d/k\). The empty fraction is more sensitive: at long times it levels off at \(k_d/(k+k_d)\) instead of falling to zero.

**Uneven flux.** If parts of the surface receive different exposures, the theorem holds for each part with its own \(x\), and the overall coverage is \(1-\langle e^{-x}\rangle\), where the brackets denote the average over the surface. The exponential is a convex function, so \(\langle e^{-x}\rangle\ge e^{-\langle x\rangle}\). The overall coverage is then at most the value that the theorem gives for the mean exposure.

**A sticking probability that changes.** If \(s\) varies during the pulse, for instance because the surface warms up, the proof goes through with \(\int sF\,dt\) in place of \(sE\). Two pulses of equal \(E\) can then leave different coverages.

## Lemma 3: from pressure to flux

**Lemma 3.** An ideal gas of molecular mass \(m\), in equilibrium at temperature \(T\) and pressure \(p\), strikes a wall with the flux

\[
F=\frac{p}{\sqrt{2\pi m k_BT}} .
\]

**Proof.** Let \(n\) be the number density and \(v\) the velocity component towards the wall. Its normalized distribution is \(\sqrt{m/(2\pi k_BT)}\;e^{-mv^2/(2k_BT)}\). Molecules with component \(v>0\) that reach unit area within \(dt\) come from a layer of thickness \(v\,dt\), so

\[
F=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v\,e^{-mv^2/(2k_BT)}\,dv .
\]

The integrand is the derivative of \(-(k_BT/m)\,e^{-mv^2/(2k_BT)}\), so the integral equals \(k_BT/m\). This gives

\[
F=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}=n\sqrt{\frac{k_BT}{2\pi m}} .
\]

Inserting \(n=p/(k_BT)\) gives the lemma. ∎

At fixed \(m\) and \(T\) the exposure is therefore proportional to \(\int p\,dt\), with \(p\) the partial pressure of the adsorbing gas at the surface itself, which may be quoted in Pa s or in langmuir (1 L = \(10^{-6}\) Torr s). For two gases, each at its own fixed temperature, equal values of \(\int p\,dt\) mean equal numbers of impacts only if the product \(mT\) is the same.

## Worked example

Take a model precursor with round parameters: molar mass 100 g/mol, gas temperature 300 K, pressure 1 Pa, \(s=0.01\) and \(N=5\times10^{14}\ \text{cm}^{-2}\). The molecular mass is \(1.6605\times10^{-25}\) kg, and Lemma 3 gives \(F=1.521\times10^{18}\ \text{cm}^{-2}\,\text{s}^{-1}\). The rate constant for filling an empty site is

\[
\frac{sF}{N}=\frac{0.01\times1.521\times10^{18}}{5\times10^{14}}\ \text{s}^{-1}=30.42\ \text{s}^{-1},
\]

and its inverse, 32.9 ms, is the time constant. After 50 ms, \(x=30.42\times0.050=1.521\) and \(\theta=1-e^{-1.521}=0.78\). The sticking probability per impact has by then dropped from 0.01 to \(0.01\times0.2185=2.2\times10^{-3}\).

**Dose for 99 %.** The corollary gives

\[
t=\frac{\ln 100}{30.42\ \text{s}^{-1}}=0.151\ \text{s},
\]

which at 1 Pa is an exposure of 0.151 Pa s, or 1135 L. Each site has then been struck \(x/s=4.605/0.01\approx460\) times on average, and the fraction of molecules kept is \(0.99/460=2.15\times10^{-3}\). The first 0.0757 Pa s fills 90 % of the sites, the next 0.0757 Pa s adds 9 %, and a third adds 0.9 %. These times assume that 1 Pa is maintained at the surface throughout. One full layer takes up as many molecules as a gas column of height \(Nk_BT/p\approx2\) cm holds at 1 Pa. If the precursor must diffuse to the surface through a carrier gas, the pressure at the surface falls below the supplied value while sites are filling. The theorem still holds with the flux that actually arrives, but the dose then takes longer than 0.151 s.

**One exposure, four pulses.** An exposure of 0.1 Pa s corresponds to \(x=3.042\). It was delivered as a constant pulse of 0.1 s, a linear ramp of 0.5 s, two bursts within 1 s, and a decaying pulse of 2 s, with peak pressures between 0.2 and 1 Pa. Numerical integration of the rate equation gives \(\theta=0.952\) for all four, as the theorem requires. The two-site law gives \(6.085/7.085=0.859\), again for all four.

**The same exposure with desorption.** Let \(k_d=1\ \text{s}^{-1}\). A dose of 1 Pa for 0.1 s has \(k=30.42\ \text{s}^{-1}\) and \(y=3.042+0.1=3.142\), so

\[
\theta=3.042\times\frac{1-e^{-3.142}}{3.142}=0.926 .
\]

A dose of 0.1 Pa for 1 s has the same \(x\) but \(y=3.042+1=4.042\), so

\[
\theta=3.042\times\frac{1-e^{-4.042}}{4.042}=0.739 .
\]

Without desorption both doses would give 0.952. The shortfall is 0.026 in the first case, where \(k_dt=0.1\), and 0.213 in the second, where \(k_dt=1\).

**A check without the rate equation.** The coverage law was also tested by a simulation in which molecules strike randomly chosen sites one at a time, with 40000 sites and \(s=0.1\). At \(x=1\) the simulated coverage is 0.6341 and the law gives 0.6321. If the sites are treated as independent, the expected scatter is \(\sqrt{0.6321\times0.3679/40000}=0.0024\), so the difference of 0.0020 is within the statistical noise. The comparisons at other exposures are in the numerical output.

## Values computed for the example and the checks

```
Molar mass: 100 g/mol
Gas temperature: 300 K
Pressure: 1.0 Pa
Bare-surface sticking probability s: 0.01
Site density N: 5.00e+14 cm^-2
Molecular mass: 1.6605e-25 kg
Flux F, formula: 1.5212e+18 cm^-2 s^-1
Flux F, velocity quadrature: 1.5212e+18 cm^-2 s^-1
Rate sF/N: 30.424 s^-1
Time constant N/(sF): 32.87 ms
Lattice simulation: 40000 sites, s = 0.1
  sE/N = 0.5: simulated 0.3912, law 0.3935
  sE/N = 1.0: simulated 0.6341, law 0.6321
  sE/N = 2.0: simulated 0.8658, law 0.8647
  sE/N = 3.0: simulated 0.9504, law 0.9502
Constant pressure: time, coverage, sticking probability s(1-theta)
  10 ms: 0.2623, 7.38e-03
  20 ms: 0.4558, 5.44e-03
  50 ms: 0.7815, 2.18e-03
  100 ms: 0.9523, 4.77e-04
  200 ms: 0.9977, 2.28e-05
Target coverage: time, exposure, fraction of molecules kept
  90.0 %: 75.7 ms, 0.0757 Pa s = 568 L, 3.91e-03
  99.0 %: 151.4 ms, 0.1514 Pa s = 1135 L, 2.15e-03
  99.9 %: 227.1 ms, 0.2271 Pa s = 1703 L, 1.45e-03
Exposure per tenfold cut of empty sites: 0.0757 Pa s
Pulse comparison, exposure: 0.10 Pa s = 750 L
Reduced exposure sE/N: 3.0424
Law, one site: 0.952279; two sites: 0.858852
Pulse: duration, peak pressure, integrated coverage (one, two sites)
  constant: 0.1 s, 1.000 Pa, 0.952279, 0.858852
  linear ramp: 0.5 s, 0.400 Pa, 0.952279, 0.858852
  two bursts: 1.0 s, 0.200 Pa, 0.952279, 0.858852
  decaying: 2.0 s, 0.204 Pa, 0.952279, 0.858852
With desorption rate constant 1.0 s^-1, same exposure:
  1.0 Pa for 0.1 s: k = 30.424 s^-1, coverage 0.9264
  0.1 Pa for 1.0 s: k = 3.042 s^-1, coverage 0.7394
```
